# The coherent-potential equation for a binary cation alloy and its dilute limits, part 2

A random crystal of A and B cations is replaced by a uniform medium. Each site $i$ of a simple cubic lattice of spacing $a$ has one s-like orbital, with level $\varepsilon_A=0$ or, with probability $x$, $\varepsilon_B=D$, independently from site to site. The nearest-neighbour hopping is $-t$. Energies are in eV. The clean lattice has

$$F_0(z)=\frac1N\sum_{\mathbf k}\frac{1}{z-\varepsilon_{\mathbf k}},\qquad \varepsilon_{\mathbf k}=-2t(\cos k_xa+\cos k_ya+\cos k_za).$$

In the medium every site has the same level $S(z)$, the self-energy, with $\operatorname{Im}S\le0$. Its site-diagonal Green function is $F=F_0(z-S)$, and its density of states per site is $-\operatorname{Im}F/\pi$. The coherent-potential equation is

$$S=xD+SF(D-S).$$

The average level $xD$ alone gives the virtual crystal. With $v_i=\varepsilon_i-S$, the scattering amplitude of one site is

$$T_i=\frac{v_i}{1-v_iF}.$$

The medium omits repeated scattering among groups of sites.

At fixed complex $z$ the dilute limits are $S=xD/[1-DF_0(z)]$ for few B, and $S=D-(1-x)D/[1+DF_0(z-D)]$ for few A. They fail near a bound level of a single impurity, which lies outside the clean band at the energy $E_b$ where $1=DF_0(E_b)$. There, with $F_0'$ the derivative at $E_b$,

$$S=-i|D|\sqrt{\frac{x}{D^2|F_0'|-1}} .$$

This square-root law was checked for the deep case $D=-6$ eV, $x=10^{-6}$.

The main example has $t=1$ eV, $D=1.5$ eV and $x=0.3$, with $z=-5+0.5i$ eV as the example energy. The ring in the final list has eight sites; its error is the largest matrix element of the difference between the exact self-energy and $S$.

The question now is whether the alloy with $D=1.5$ eV has such a bound level.

**A.** No. Below the band, $F_0$ is negative and its magnitude is largest at the band edge, where $F_0(-6t)=-W$ with $W=0.2527$ eV$^{-1}$ for $t=1$ eV. The spectrum is symmetric, so the same magnitude holds above the band. Binding requires $|D|>1/W=3.96$ eV. Neither B in A nor A in B reaches that.

**Q.** Then where does the band of the alloy begin? The average level would give $-6t+xD$.

**A.** Below the alloy band $S$ and $w=z-S$ are real. Instead of choosing $z$ and searching for $S$, choose $w<-6t$. Then $F=F_0(w)$ is known, and the equation is a quadratic, $FS^2+(1-DF)S-xD=0$. The root that tends to the average level $xD$ as $F\to0$ is

$$S(F)=\frac{2xD}{(1-DF)+\sqrt{(1-DF)^2+4xDF}},$$

and the physical energy is $z(w)=w+S(F_0(w))$. As $w$ rises from far below, so does $z$, until $z(w)$ reaches a maximum. Just above the maximum this branch has no real solution, $S$ becomes complex, and states appear. The maximum is the band edge $E_c$.

**Q.** Why should there be a maximum before $w$ reaches the clean edge?

**A.** Because $F_0$ has a square-root singularity there. Near the bottom, $\varepsilon_{\mathbf k}\approx-6t+tk^2a^2$. At height $E$ above the bottom, the clean density of states per site is

$$\rho(E)=\frac{1}{2\pi^2}\,(ka)^2\frac{d(ka)}{dE}=\frac{\sqrt E}{4\pi^2t^{3/2}},\qquad ka=\sqrt{E/t}.$$

At depth $d$ below the clean edge, the change of $F_0$ from its edge value is

$$F_0(-6t-d)+W=\int\rho(E)\Big[\frac1E-\frac1{E+d}\Big]dE\approx\frac{d}{4\pi^2t^{3/2}}\int_0^\infty\frac{dE}{\sqrt E\,(E+d)}=\frac{\sqrt d}{4\pi t^{3/2}},$$

since the last integral is $\pi/\sqrt d$. With $S'=dS/dF$ at $F=-W$,

$$z\approx-6t+S(-W)-d+\frac{S'}{4\pi t^{3/2}}\sqrt d .$$

Differentiating with respect to $\sqrt d$ gives the maximum:

$$\sqrt{d}=\frac{S'}{8\pi t^{3/2}}\equiv\sqrt{E_0},\qquad E_c\approx-6t+S(-W)+E_0 .$$

Differentiating the quadratic gives $S'=S(D-S)/(1-DF+2FS)$. The denominator equals the square root in $S(F)$, so $S'>0$ for $0<S<D$, and the maximum exists.

**Q.** Put in the numbers for $x=0.3$.

**A.** With $DW=0.3791$, the root is $\sqrt{1.3791^2-4\times0.45\times0.2527}=1.2029$. Then

$$S(-W)=\frac{0.9}{1.3791+1.2029}=0.3486\ \text{eV},\qquad S'=\frac{0.3486\times1.1514}{1.2029}=0.334\ \text{eV}^2.$$

This gives $\sqrt{E_0}=0.334/25.13=0.0133$ in units of $\sqrt{\text{eV}}$, so $E_0=0.18$ meV. The edge is at $-5.651$ eV. The average level alone puts it at $-5.550$ eV, which is 0.101 eV too high relative to the medium.

**Q.** What has become of the dilute limits at the edge?

**A.** They set its slopes. For small $x$, $S(-W)\approx xD/(1+DW)$, while $E_0$ is of order $x^2$. For small $y=1-x$ the expression under the root is $(1-DW)^2+4yDW$. If $DW<1$, the root is $1-DW+2yDW/(1-DW)$ to first order, and

$$S(-W)\approx D(1-y)\Big(1-\frac{yDW}{1-DW}\Big)\approx D-\frac{yD}{1-DW}.$$

The slopes are thus

$$\frac{dE_c}{dx}\Big|_{x\to0}=\frac{D}{1+DW}=1.088\ \text{eV},\qquad \frac{dE_c}{d(1-x)}\Big|_{x\to1}=-\frac{D}{1-DW}=-2.416\ \text{eV}.$$

A repulsive B cation raises the edge by less than $D$ per unit fraction, because the wave avoids it. An attractive A cation lowers the edge by more than $D$, because the wave gathers on it. At $DW=1$ the second slope diverges; for $DW>1$, A binds an electron in B and that slope loses its meaning.

**Q.** Suppose I describe the departure from a straight line by a bowing coefficient. Is it a constant?

**A.** Not in this model. Define $b$ by $E_c=-6t+xD-b\,x(1-x)$. The slopes require $b\to1.5-1.088=0.41$ eV as $x\to0$, and $b\to2.416-1.5=0.92$ eV as $x\to1$. With $D$ and $t$ held fixed, the edges between are:

| $x$ | $E_c$ (eV) | $b$ (eV) |
|---|---|---|
| 0.1 | −5.889 | 0.43 |
| 0.3 | −5.651 | 0.48 |
| 0.5 | −5.387 | 0.55 |
| 0.7 | −5.085 | 0.64 |
| 0.9 | −4.721 | 0.79 |

**Q.** I would trust the edge more if a random crystal had been diagonalized.

**A.** Twelve periodic crystals of 1000 sites, each with exactly 300 B cations, have a mean lowest level of $-5.645$ eV, with a spread of 3 meV between samples. The spread is this small because the composition is fixed. With independent occupation $x$ itself fluctuates by $\sqrt{x(1-x)/1000}=0.0145$, and since the edge moves by about 1.25 eV per unit $x$ near $x=0.3$, the spread would be roughly 18 meV. We return to the mean of the twelve crystals. This is 6 meV above the edge of the medium and 95 meV below that of the virtual crystal. I conjecture that the 6 meV is mainly a finite-size effect.

At $z=-5.2+0.4i$ eV, the site-diagonal Green function of the medium on the same finite lattice differs from the crystal average by $4\times10^{-5}$ eV$^{-1}$. This is the size of the sampling error of a twelve-crystal average, so it shows agreement within noise and does not measure the error of the medium. For the virtual crystal the difference is $7\times10^{-3}$ eV$^{-1}$.

**Q.** You promised disorder, yet your band has a sharp edge. Where is the tail?

**A.** The medium has none. Just above the edge put $w=-6t+q^2$, where $q$ is complex. Continuing the square root gives $F=-W-iq/(4\pi t^{3/2})$, and so

$$z=-6t+S(-W)+q^2-2i\sqrt{E_0}\,q=E_c+(q-i\sqrt{E_0})^2 .$$

Hence $q=\sqrt{E-E_c}+i\sqrt{E_0}$, and the density of states starts as

$$-\frac{\operatorname{Im}F}{\pi}\approx\frac{\sqrt{E-E_c}}{4\pi^2t^{3/2}} .$$

The same step gives $\operatorname{Im}S=-2\sqrt{E_0(E-E_c)}$. The wave number times the mean free path is $\operatorname{Re}q/(2\operatorname{Im}q)=\tfrac12\sqrt{(E-E_c)/E_0}$, which falls to one at $E-E_c=4E_0$. Within a few $E_0$ of the edge, a picture of weakly damped waves fails. I use $E_0$ as an order-of-magnitude scale for the tail of weak, uncorrelated disorder.

**Q.** But regions of pure A must occur somewhere, and they have a lower edge.

**A.** Yes. No level is below zero, so $-6t$ bounds the spectrum from below, and in an infinite crystal arbitrarily large A regions bring states as close to it as one likes. The medium misses this window of 0.35 eV.

Its deep part is thinly filled. Treat a pure-A droplet as a spherical well of depth $U=0.349$ eV. It binds when its radius reaches $R=(\pi/2)a\sqrt{t/U}=0.88$ nm for $a=0.33$ nm, which is 79 sites. The chance that 79 given sites are all A is $0.7^{79}\approx10^{-12}$. Regions merely enriched in A are likelier, so this is not an estimate of the whole tail.

**Q.** What real film do these parameters resemble, and how would it conduct?

**A.** They are round values in the rough regime of amorphous indium gallium oxide, whose conduction band is built largely from cation s orbitals; A plays indium and B gallium. Here $D$ stands for the whole difference between the conduction-band edges of the two pure oxides, including the effect of the oxygen neighbours. It is not the difference of free-ion levels, which has the opposite sign: a free gallium ion holds its s electron more tightly than a free indium ion. The mass $m^*=\hbar^2/(2ta^2)$ is 0.35 electron masses, at the heavy end of the rough range for such oxides. At $10^{19}$ electrons per cm$^3$, the zero-temperature Fermi level lies 48 meV above the edge.

The leading formula gives $|\operatorname{Im}S|=2\sqrt{0.176\times48.4}=5.8$ meV, and the full equation gives 5.9 meV. Probability decays twice as fast as amplitude, so

$$\tau=\frac{\hbar}{2|\operatorname{Im}S|}=56\ \text{fs},\qquad \mu=\frac{e\tau}{m^*}\approx280\ \text{cm}^2/\text{Vs},$$

with a mean free path of 12 nm. The lifetime serves as the transport time here because single-site scattering has no preferred direction.

**Q.** Such films have mobilities of tens of cm$^2$/Vs, and tails of tens of meV. You are far off on both.

**A.** Those are fair rough sizes, and the comparison shows what random occupation of a perfect lattice does not supply. One assumption that a real film breaks is the lattice itself, with its single hopping value. A 5 percent reduction or increase of hopping for B, averaged over composition, would move the edge by $6t\times0.05\times0.3=0.09$ eV if the wave had equal weight on all sites. The true shift is about 0.06 eV, because the wave avoids B. With site amplitudes proportional to $1/(1-v_iF)$ at the edge, the weight on B is 0.18 rather than 0.3, and the first-order shift is $0.05\times0.18\times(D-E_c)\approx0.06$ eV. The estimate is linear in $x$, so it describes a moved end point for pure B; only the nonlinear remainder changes the bowing. That remainder, about 0.03 eV, is not negligible: it changes $b$ at $x=0.3$ by about 0.13 eV. Random bond lengths and angles also scatter, as do charged defects and phonons.

Clustering matters too. If cations occur in groups of $n$ alike, the level variance per site that a long wave sees grows by $n$, and $E_0$, which is quadratic in it, grows by $n^2$. For $n=10$ this scaling would raise $E_0$ from 0.18 to about 18 meV. It assumes weak scattering and groups smaller than the wavelength. With $D=1.5$ eV the first assumption fails: a group of ten B cations has a radius of about $1.3a$, and the wave decays inside it over about $a\sqrt{t/(D-S)}\approx0.9a$. The wave is then largely kept out of the group, and the true growth is several times smaller than $n^2$. Clustering strengthens the disorder, but this estimate does not establish it as the source of the observed tails.

**Q.** Anything else of that size?

**A.** Polar lattice vibrations. In Gaussian units the coupling constant is

$$\alpha=\frac{e^2}{2\hbar\omega\,r}\Big(\frac1{\epsilon_\infty}-\frac1{\epsilon_s}\Big),\qquad r=\sqrt{\frac{\hbar}{2m^*\omega}} .$$

For round values $\hbar\omega=50$ meV, $\epsilon_\infty=4$ and $\epsilon_s=10$, $\alpha\approx1.5$, and the weak-coupling shift $-\alpha\hbar\omega$ is about $-73$ meV for a single electron in an otherwise empty band. At $10^{19}$ electrons per cm$^3$ screening makes it smaller. It changes the bowing only if it varies nonlinearly with composition; a linear variation merely moves the two end points.

At 300 K the thermal energy is 26 meV, about half the Fermi energy, so the mobility at a single energy is a scale and not a thermal average. At the same density the chemical potential drops to about 34 meV, and averaging $\tau\propto(E-E_c)^{-1/2}$ over the thermal window lowers the alloy-limited mobility to about 230 cm$^2$/Vs. Along a cubic axis the band energy above its minimum is $tk^2a^2(1-k^2a^2/12)$ to the next order, and the correction is smaller in other directions. With $k^2a^2\approx E_F/t$, where $E_F$ is the Fermi energy above the edge, the departure from a parabola is at most about $E_F/(12t)=0.4$ percent. The numerical output below lists these values with their units.

## Calculated quantities

```
hopping t = 1.00 eV, spacing a = 0.33 nm
level offset D = 1.50 eV, B fraction x = 0.30
effective mass = 0.350 electron masses
example energy z = -5.00+0.50j eV
F0(z) = -0.23665-0.09861j 1/eV
F0(z-D) = -0.18727-0.02633j 1/eV
self-energy S(z) at x = 0.3: 0.35508-0.02729j eV
medium F(z) = -0.22886-0.07911j 1/eV
dilute B in A, formula: 1.0940-0.1194j eV
dilute B in A, medium at x = 0.001: 1.0943-0.1193j eV
dilute A in B, formula: -2.0797-0.1142j eV
dilute A in B, medium at 1-x = 0.001: -2.0790-0.1141j eV
ring: error ratio on doubling x = 3.978
ring: error ratio on doubling D = 15.543
Watson value W = 0.25273 1/eV
binding threshold |D| = 1/W = 3.957 eV
deep case D = -6.0 eV: bound level = -7.1039 eV
deep case x = 1e-06: medium |S| = 0.01107 eV
deep case square-root law |S| = 0.01107 eV
edge of pure A = -6.000 eV, pure B = -4.500 eV
edge slope, B in A = 1.0877 eV per unit x
edge slope, A in B = -2.4158 eV per unit 1-x
x = 0.1: edge = -5.8890 eV, bowing = 0.433 eV
x = 0.3: edge = -5.6513 eV, bowing = 0.482 eV
x = 0.5: edge = -5.3870 eV, bowing = 0.548 eV
x = 0.7: edge = -5.0848 eV, bowing = 0.642 eV
x = 0.9: edge = -4.7214 eV, bowing = 0.793 eV
virtual-crystal edge at x = 0.3: -5.5500 eV
mean lowest level, 12 random crystals = -5.6454 eV
its sample spread = 3.0 meV
crystals: energy for F comparison = -5.20+0.40j eV
crystals: error of medium F = 4.47e-05 1/eV
crystals: error of virtual-crystal F = 6.74e-03 1/eV
carrier density = 1e+19 per cm3
Fermi energy above edge = 48.4 meV
-Im S at Fermi level = 5.92 meV
scattering time = 55.6 fs
mean free path = 12.22 nm
k times mean free path = 8.18
alloy-limited Drude mobility = 279 cm2/Vs
window open to rare-region states = 0.349 eV
binding pure-A droplet: radius 0.88 nm, 79 sites
log10 chance of that droplet = -12.2
weak-disorder tail energy = 0.176 meV
same, cations clustered in 10s = 17.6 meV
edge shift, 5% hopping mismatch = 0.090 eV
polaron inputs: phonon 50 meV, eps 4 and 10
polaron coupling = 1.46, shift = 73 meV
thermal energy at 300 K = 25.9 meV
nonparabolicity E_F/(12 t) = 0.40 %
```
